# Why the exponent in Ziman's specularity parameter has π², not π³: test program

```python
"""Specularity of a rough hard wall, p = exp(-16 pi^2 eta^2 cos^2/lambda^2), versus
the pi^3 form. Hartree atomic units. Tested: Gaussian phase average, numerical
wave scattering from corrugated walls, perturbative limits, and the
Fuchs-Sondheimer film conductivity (bounce series, trajectory Monte Carlo)."""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import j0

pi = np.pi
rng = np.random.default_rng(7)
rs, mfp, eta, Lc, d0, period = 3.0, 600.0, 0.6, 30.0, 300.0, 300.0
n = 3/(4*pi*rs**3)
k = (3*pi**2*n)**(1/3)
lam = 2*pi/k
a2, a3 = 16*pi**2*eta**2/lam**2, 16*pi**3*eta**2/lam**2
sig0 = n*mfp/k
au_sigma = sc.e**2/(sc.hbar*sc.physical_constants['Bohr radius'][0])
print(f"inputs (bohr): rs={rs} l={mfp} eta={eta} L={Lc} d={d0} period={period}")
print(f"n = {n:.6f} bohr^-3, kF = {k:.5f} bohr^-1, lambdaF = {lam:.4f} bohr")
print(f"eta/lambda = {eta/lam:.5f}, kF L = {k*Lc:.2f}, kappa = {d0/mfp:.3f}")
print(f"sigma0 = {sig0:.4f} a.u.; 1 a.u. = {au_sigma:.4e} S/m; sigma0 = {sig0*au_sigma:.3e} S/m")
print(f"exponent a: pi^2 form {a2:.5f}, pi^3 form {a3:.5f}")

# --- Gaussian phase average
z = sp.symbols('z', real=True)
q, e = sp.symbols('q e', positive=True)
avg = sp.integrate(sp.cos(2*q*z)*sp.exp(-z**2/(2*e**2)), (z, -sp.oo, sp.oo), conds='none')/(e*sp.sqrt(2*pi))
assert abs(float(sp.re(sp.N(avg.subs({q: k, e: eta})))) - np.exp(-a2/2)) < 1e-10
gauss = lambda h: np.exp(-h*h/(2*eta**2))/(eta*np.sqrt(2*pi))
for deg in (0, 45, 75):
    c = np.cos(np.radians(deg))
    amp = quad(lambda h: np.cos(2*k*c*h)*gauss(h), -12*eta, 12*eta)[0]
    assert abs(amp**2 - np.exp(-a2*c*c)) < 1e-9
    print(f"theta={deg} deg: p quadrature {amp**2:.5f}, pi^2 {np.exp(-a2*c*c):.5f}, pi^3 {np.exp(-a3*c*c):.5f}")
mabs = 2*quad(lambda h: h*gauss(h), 0, 12*eta)[0]
assert abs(8*pi**3*mabs**2/lam**2 - a2) < 1e-9
print(f"mean |zeta| = {mabs:.5f} bohr, 8 pi^3 <|zeta|>^2/lambda^2 = {8*pi**3*mabs**2/lam**2:.5f}")


def scatter(zeta, per, deg, nmax):
    """Solve psi=0 on periodic wall; return A0, flux sum, parallel momentum loss."""
    nx = len(zeta)
    kx, kz = k*np.sin(np.radians(deg)), k*np.cos(np.radians(deg))
    m = np.arange(-nmax, nmax+1)
    K = kx + 2*pi*m/per
    gam = np.sqrt(k*k - K*K + 0j)
    F = np.fft.fft(np.exp(1j*np.outer(zeta, gam)), axis=0)/nx
    M = F[(m[:, None]-m[None, :]) % nx, np.arange(len(m))[None, :]]
    A = np.linalg.solve(M, -np.fft.fft(np.exp(-1j*kz*zeta))[m % nx]/nx)
    w = abs(A)**2*gam.real/kz
    return A[nmax], w.sum(), (w*(kx-K)).sum()


nx = 256
cosx = np.cos(2*pi*np.arange(nx)/nx)
h = eta*np.sqrt(2)
for deg in (0, 45):
    A0, flux, _ = scatter(h*cosx, period, deg, 50)
    ref = j0(2*k*np.cos(np.radians(deg))*h)**2
    assert abs(flux-1) < 1e-6 and abs(abs(A0)**2-ref) < 3e-3   # curvature correction
    print(f"sinusoid h={h:.4f} bohr, {deg} deg: |A0|^2 wave {abs(A0)**2:.5f}, J0^2 {ref:.5f}")
hs, ps, ds = 0.05, 23.0, 20
A0, flux, _ = scatter(hs*cosx, ps, ds, 15)
kx, kz = k*np.sin(np.radians(ds)), k*np.cos(np.radians(ds))
pert = kz*hs**2*sum(np.sqrt(k*k-(kx+s*2*pi/ps)**2) for s in (1, -1))
assert abs(flux-1) < 1e-8 and abs((1-abs(A0)**2)/pert-1) < 1e-2  # O((kh)^2)
print(f"sinusoid h={hs}, period={ps} bohr, {ds} deg: 1-|A0|^2 = {1-abs(A0)**2:.4e}")
print(f"  second order {pert:.4e}, long-period 2 kz^2 h^2 = {2*kz*kz*hs*hs:.4e}")

# --- Gaussian random walls
qs = 2*pi*np.fft.fftfreq(nx, period/nx)
S = np.exp(-qs**2*Lc**2/4)
S *= eta**2/S.mean()
corr = np.fft.ifft(S).real/eta**2
nreal = 300
for deg in (0, 45):
    c = np.cos(np.radians(deg))
    amps, dev, loss, sl2 = [], [], [], []
    for _ in range(nreal):
        zq = np.fft.fft(rng.standard_normal(nx))*np.sqrt(S)
        zeta = np.fft.ifft(zq).real
        A0, flux, dk = scatter(zeta, period, deg, 50)
        assert abs(flux-1) < 1e-6
        amps.append(A0)
        dev.append(abs(A0 + np.mean(np.exp(-2j*k*c*zeta))))
        loss.append(dk)
        sl2.append(np.mean(np.fft.ifft(1j*qs*zq).real**2))
    amps = np.array(amps)
    mean, se = -amps.real.mean(), amps.real.std()/np.sqrt(nreal)
    assert np.mean(dev) < 5e-3 and max(dev) < 2e-2
    assert abs(amps.imag.mean()) < 4*amps.imag.std()/np.sqrt(nreal) + 3e-3
    assert abs(mean-np.exp(-a2*c*c/2)) < 4*se + 3e-3
    assert abs(mean-np.exp(-a3*c*c/2)) > 10*se
    inten, iref = abs(amps)**2, np.mean(np.exp(-a2*c*c*(1-corr)))
    assert abs(inten.mean()-iref) < 4*inten.std()/np.sqrt(nreal) + 5e-3
    print(f"{nreal} random walls, {deg} deg: -<A0> = {mean:.4f} +- {se:.4f}")
    print(f"  sqrt(p): pi^2 {np.exp(-a2*c*c/2):.4f}, pi^3 {np.exp(-a3*c*c/2):.4f}; mean |wave - phase avg| {np.mean(dev):.1e}")
    print(f"  <|A0|^2> wave {inten.mean():.4f} +- {inten.std()/np.sqrt(nreal):.4f}, finite-patch formula {iref:.4f}")
    if deg:
        frac = np.mean(loss)/(k*np.sin(np.radians(deg)))
        assert abs(frac/(4*np.mean(sl2))-1) < 0.10   # corrections O(1/(kL)^2 cos^4)
        print(f"  momentum loss per bounce {frac:.5f}, 4<slope^2> {4*np.mean(sl2):.5f}")
        print(f"  8 eta^2/L^2 = {8*eta**2/Lc**2:.5f}, 1-p = {1-np.exp(-a2*c*c):.4f}")

# --- second order, 2D roughness: (1-p)/(4 k^2 eta^2) at normal incidence
fac = lambda x: quad(lambda t: 0.5*x*x*t*np.exp(-t*t*x*x/4)*np.sqrt(1-t*t), 0, 1, epsabs=1e-13)[0]
assert abs(fac(20.)-(1-2/400)) < 1e-4 and abs(fac(0.05)/(0.05**2/6)-1) < 1e-3
assert all(fac(x) < 1 for x in np.geomspace(0.05, 40, 30))
print("factor at kL=1,3,10,%.2f: %.4f %.4f %.4f %.4f" % (k*Lc, fac(1), fac(3), fac(10), fac(k*Lc)))
xh, wh = np.polynomial.hermite_e.hermegauss(60)
wh = wh/wh.sum()
for L, tol in ((60., 0.02), (120., 0.005)):
    qx, qy = np.meshgrid(xh*np.sqrt(2)/L, xh*np.sqrt(2)/L, indexing='ij')
    kk = k/np.sqrt(2)
    g = np.sqrt(np.maximum(k*k-(kk+qx)**2-qy**2, 0))
    frac = 4*eta**2*np.sum(np.outer(wh, wh)*g*(-qx))     # kz/kx = 1 at 45 deg
    assert abs(frac/(8*eta**2/L**2)-1) < tol
    print(f"2D roughness L={L} bohr, 45 deg: loss {frac:.4e}, 8 eta^2/L^2 {8*eta**2/L**2:.4e}")


# --- film conductivity; p = exp(-a u^power), power 2 (angle law) or 0 (constant)
def fs_loss(kap, a, power=2):
    def f(u):
        E, x = np.exp(-kap/u), a*u**power
        return (u-u**3)*(-np.expm1(-x))*(1-E)/(1-np.exp(-x)*E)
    return 1.5/kap*quad(f, 0, 1, epsabs=1e-14, epsrel=1e-11, limit=200)[0]


def bounce_series(kap, a, power):
    x, w = np.polynomial.legendre.leggauss(200)
    x, w = (x+1)/2, w/2
    u, zz = x[:, None], x[None, :]
    p = np.exp(-a*u**power)
    g = 1-(1-p)*sum(p**j*np.exp(-kap*(zz+j)/u) for j in range(100))
    return 1.5*np.sum(w*(1-x*x)*(g @ w))


def monte_carlo(kap, a, power, N=1000000):
    u = 1-rng.random(N)
    nb = np.floor(rng.exponential(size=N)/(a*u**power))  # specular bounces survived
    s = np.minimum(rng.exponential(size=N), kap*(rng.random(N)+nb)/u)
    est = 1.5*(1-u*u)*s
    return est.mean(), est.std()/np.sqrt(N)


kap = d0/mfp
for name, a, pw in (("pi^2 cos^2", a2, 2), ("pi^3 cos^2", a3, 2), ("pi^2 const", a2, 0), ("pi^3 const", a3, 0)):
    r = 1-fs_loss(kap, a, pw)
    mc, se = monte_carlo(kap, a, pw)
    assert abs(r-bounce_series(kap, a, pw)) < 1e-5 and abs(r-mc) < 4*se
    print(f"{name}: sigma/sigma0 {r:.5f} (MC {mc:.4f}+-{se:.4f}), sigma {r*sig0:.4f} a.u., rho/rho0 {1/r:.5f}")
peff = lambda a: 2*(a-1+np.exp(-a))/a**2
for a in (a2, a3):
    assert abs(fs_loss(30., a)-3/(8*30.)*(1-peff(a))) < 1e-9
assert abs(fs_loss(30., 50., 0)-3/(8*30.)) < 1e-9
print(f"thick film p_eff: pi^2 {peff(a2):.5f}, pi^3 {peff(a3):.5f}; (1-p_eff) ratio {(1-peff(a3))/(1-peff(a2)):.4f}")
print(f"fully diffuse walls, d={d0} bohr: sigma/sigma0 {1-fs_loss(kap, 50., 0):.5f}")
smooth = fs_loss(kap, pi*1e-4)/fs_loss(kap, 1e-4)
assert abs(smooth/pi-1) < 1e-3
print(f"loss ratio pi^3/pi^2 at a=1e-4: {smooth:.4f}")
print("d(bohr) kappa  s/s0(pi^2) s/s0(pi^3) loss ratio")
for d in (60., 150., 300., 600., 3000.):
    l2, l3 = fs_loss(d/mfp, a2), fs_loss(d/mfp, a3)
    assert 1 < l3/l2 < pi
    print(f"{d:6.0f} {d/mfp:6.2f} {1-l2:9.5f} {1-l3:9.5f} {l3/l2:9.4f}")
target = bounce_series(kap, a2, 2)
fit = brentq(lambda x: 1-fs_loss(kap, 16*pi**3*x*x/lam**2)-target, 0.01, 5)
assert abs(fit-eta/np.sqrt(pi)) < 1e-4
print(f"eta fitted with pi^3: {fit:.5f} bohr; eta/sqrt(pi) = {eta/np.sqrt(pi):.5f} bohr")
print("ALL CHECKS PASSED")
```

Printed output:

```
inputs (bohr): rs=3.0 l=600.0 eta=0.6 L=30.0 d=300.0 period=300.0
n = 0.008842 bohr^-3, kF = 0.63972 bohr^-1, lambdaF = 9.8218 bohr
eta/lambda = 0.06109, kF L = 19.19, kappa = 0.500
sigma0 = 8.2930 a.u.; 1 a.u. = 4.5998e+06 S/m; sigma0 = 3.815e+07 S/m
exponent a: pi^2 form 0.58931, pi^3 form 1.85136
theta=0 deg: p quadrature 0.55471, pi^2 0.55471, pi^3 0.15702
theta=45 deg: p quadrature 0.74479, pi^2 0.74479, pi^3 0.39626
theta=75 deg: p quadrature 0.96129, pi^2 0.96129, pi^3 0.88336
mean |zeta| = 0.47873 bohr, 8 pi^3 <|zeta|>^2/lambda^2 = 0.58931
sinusoid h=0.8485 bohr, 0 deg: |A0|^2 wave 0.52779, J0^2 0.52759
sinusoid h=0.8485 bohr, 45 deg: |A0|^2 wave 0.73669, J0^2 0.73618
sinusoid h=0.05, period=23.0 bohr, 20 deg: 1-|A0|^2 = 1.5715e-03
  second order 1.5724e-03, long-period 2 kz^2 h^2 = 1.8068e-03
300 random walls, 0 deg: -<A0> = 0.7326 +- 0.0071
  sqrt(p): pi^2 0.7448, pi^3 0.3963; mean |wave - phase avg| 6.7e-04
  <|A0|^2> wave 0.6145 +- 0.0088, finite-patch formula 0.6269
300 random walls, 45 deg: -<A0> = 0.8610 +- 0.0036
  sqrt(p): pi^2 0.8630, pi^3 0.6295; mean |wave - phase avg| 1.5e-03
  <|A0|^2> wave 0.7882 +- 0.0056, finite-patch formula 0.7881
  momentum loss per bounce 0.00333, 4<slope^2> 0.00321
  8 eta^2/L^2 = 0.00320, 1-p = 0.2552
factor at kL=1,3,10,19.19: 0.1511 0.7145 0.9796 0.9945
2D roughness L=60.0 bohr, 45 deg: loss 8.0788e-04, 8 eta^2/L^2 8.0000e-04
2D roughness L=120.0 bohr, 45 deg: loss 2.0048e-04, 8 eta^2/L^2 2.0000e-04
pi^2 cos^2: sigma/sigma0 0.89629 (MC 0.8959+-0.0011), sigma 7.4329 a.u., rho/rho0 1.11571
pi^3 cos^2: sigma/sigma0 0.78945 (MC 0.7897+-0.0011), sigma 6.5469 a.u., rho/rho0 1.26670
pi^2 const: sigma/sigma0 0.73746 (MC 0.7370+-0.0009), sigma 6.1157 a.u., rho/rho0 1.35600
pi^3 const: sigma/sigma0 0.57514 (MC 0.5753+-0.0008), sigma 4.7696 a.u., rho/rho0 1.73871
thick film p_eff: pi^2 0.82940, pi^3 0.58840; (1-p_eff) ratio 2.4127
fully diffuse walls, d=300.0 bohr: sigma/sigma0 0.52188
loss ratio pi^3/pi^2 at a=1e-4: 3.1411
d(bohr) kappa  s/s0(pi^2) s/s0(pi^3) loss ratio
    60   0.10   0.72175   0.56938    1.5476
   150   0.25   0.83211   0.69741    1.8023
   300   0.50   0.89629   0.78945    2.0301
   600   1.00   0.94096   0.86775    2.2399
  3000   5.00   0.98721   0.96916    2.4117
eta fitted with pi^3: 0.33851 bohr; eta/sqrt(pi) = 0.33851 bohr
ALL CHECKS PASSED
```
